# Talman's minimax principle for the lowest electronic Dirac level: test program

```python
# Talman minimax principle, Hartree units, rest energy removed.
# H = [[V, c s.p],[c s.p, V-2c^2]].  Claim: for -Z/r <= V <= 0, Z < c,
#   E1 (lowest level above -2c^2) = min over large P of max over small Q of the Rayleigh quotient R.
# Max over Q is the root lam(P) of q_E(P) = <P|V-E|P> + c^2 <DP|1/W|DP>, DP = P'+kappa P/r,
# W = 2c^2+E-V.  Coulomb: E1 = EC = c^2(gamma-1), gamma = sqrt(1-Z^2/c^2), Q/P = -h = -Z/(c(1+gamma)).
# Trial functions: P ~ r^s exp(-a r), Q ~ eta r^s exp(-b r).  K = -(sigma.L+1).
import math
import numpy as np, sympy as sp
from scipy.constants import alpha, physical_constants as pc
from scipy.integrate import solve_ivp
from scipy.optimize import brentq, minimize_scalar
from scipy.linalg import eigh
from scipy.special import exp1, eval_genlaguerre

c = 1/alpha; Z = 49.0; mu = 5.0
keV = pc['Hartree energy in eV'][0]/1e3
gam = math.sqrt(1-(Z/c)**2); EC = c*c*(gam-1); h = Z/(c*(1+gam))
def show(label, val, unit, fmt='.6f'): print(f"{label} = {val:{fmt}} {unit}")

# symbolic: r^2 s.p phi = -i (s.x)(x.grad - s.L) phi for an arbitrary spinor
x, y, z = X = sp.symbols('x y z', real=True)
phi = sp.Matrix([sp.Function('f')(*X), sp.Function('g')(*X)])
sig = [sp.Matrix([[0, 1], [1, 0]]), sp.Matrix([[0, -sp.I], [sp.I, 0]]), sp.Matrix([[1, 0], [0, -1]])]
dph = [phi.diff(v) for v in X]
Lph = [-sp.I*(X[(k+1) % 3]*dph[(k+2) % 3]-X[(k+2) % 3]*dph[(k+1) % 3]) for k in range(3)]
zero = sp.zeros(2, 1)
sp_phi = sum((-sp.I*sig[k]*dph[k] for k in range(3)), zero)
inner = sum((X[k]*dph[k]-sig[k]*Lph[k] for k in range(3)), zero)
sx = x*sig[0]+y*sig[1]+z*sig[2]
assert ((x*x+y*y+z*z)*sp_phi+sp.I*sx*inner).expand() == zero
# spectrum of K from angular momentum matrices
sn = [np.array(s.tolist(), dtype=complex) for s in sig]
Kall = []
for l in range(4):
    m = np.arange(l, -l-1, -1.0)
    Lp = np.diag(np.sqrt(l*(l+1)-m[1:]*(m[1:]+1)), 1) if l else np.zeros((1, 1))
    Lm = [(Lp+Lp.T)/2, (Lp-Lp.T)/2j, np.diag(m)]
    K = -(sum(np.kron(sn[k], Lm[k]) for k in range(3))+np.eye(4*l+2))
    Kall += list(np.linalg.eigvalsh(K))
Kall = np.array(Kall)
assert np.allclose(Kall, np.round(Kall), atol=1e-12) and abs(np.abs(Kall).min()-1) < 1e-12

# reference levels by shooting the kappa=-1 radial equations in t = ln r
def shoot(E, Vf, rtol):
    def rhs(t, u):
        rr = math.exp(t); v = Vf(rr)
        return [u[0]+rr*(2*c*c+E-v)*u[1]/c, -u[1]+rr*(v-E)*u[0]/c]
    k = math.sqrt(-E*(2*c*c+E))/c; rm = 1/Z
    o = solve_ivp(rhs, [math.log(1e-9), math.log(rm)], [1.0, 0.0], method='DOP853', rtol=rtol, atol=1e-14).y[:, -1]
    i = solve_ivp(rhs, [math.log(rm+35/k), math.log(rm)], [1.0, -k*c/(2*c*c+E)], method='DOP853', rtol=rtol, atol=1e-14).y[:, -1]
    return (o[0]*i[1]-o[1]*i[0])/(np.hypot(*o)*np.hypot(*i)), o[1]/o[0]
def lowest(Vf):
    Es = np.linspace(-1.98*c*c, -0.3*Z*Z, 20)
    ms = np.array([shoot(E, Vf, 1e-8)[0] for E in Es])
    j = np.where(ms[:-1]*ms[1:] < 0)[0]
    assert len(j) == 1
    return brentq(lambda E: shoot(E, Vf, 1e-12)[0], Es[j[0]], Es[j[0]+1], xtol=1e-9)
Vc_f = lambda rr: -Z/rr
Vs_f = lambda rr: -(1+(Z-1)*math.exp(-mu*rr))/rr
E_sh = lowest(Vc_f); Es_sh = lowest(Vs_f); ratio = shoot(E_sh, Vc_f, 1e-12)[1]
assert abs(E_sh-EC) < 1e-6 and abs(ratio+h) < 1e-8 and Es_sh > EC

# quadrature on a logarithmic grid
t = np.linspace(math.log(1e-13), math.log(3.0), 3200); r = np.exp(t); wt = r*(t[1]-t[0])
I = lambda f: float(np.sum(wt*f))
Vc = -Z/r; Vs = -(1+(Z-1)*np.exp(-mu*r))/r
def sto(s, a):
    P = r**s*np.exp(-a*r); n = math.sqrt(I(P*P)); return P/n, (s/r-a)*P/n
def R(P, DP, Q, V): return I(V*P*P+2*c*Q*DP+(V-2*c*c)*Q*Q)/I(P*P+Q*Q)
def q(E, P, DP, V): return I((V-E)*P*P+c*c*DP*DP/(2*c*c+E-V))
def lam(P, DP, V): return brentq(q, -2*c*c*(1-1e-9), 1e8, args=(P, DP, V), xtol=1e-11, rtol=1e-14)
def ortho(a):
    B = np.array([sto(1.0, a*1.5**j)[0] for j in range(-3, 21)]).T*np.sqrt(wt)[:, None]
    U, sv, _ = np.linalg.svd(B, full_matrices=False); return U[:, sv > 1e-9*sv[0]]
def top_eig(P, DP, V, a):   # max of R over a large small-component basis, by diagonalisation
    U = ortho(a); n = U.shape[1]; H = np.zeros((n+1, n+1))
    H[0, 0] = I(V*P*P); H[0, 1:] = H[1:, 0] = c*(U.T@(np.sqrt(wt)*DP))
    H[1:, 1:] = U.T@((V-2*c*c)[:, None]*U); return np.linalg.eigvalsh(H)[-1]

# gap lemma, lower bound and R <= lam on random functions in several channels
rng = np.random.default_rng(1); margin = np.inf
def rand():
    parts = [(rng.normal(), sto(rng.uniform(0.8, 2.5), rng.uniform(0.3, 3)*Z)) for _ in range(3)]
    P = sum(w*p[0] for w, p in parts); d = sum(w*p[1] for w, p in parts)
    n = math.sqrt(I(P*P)); return P/n, d/n
for kap in (-1, 1, -2, 2):
    for _ in range(8):
        P, d = rand(); DP = d+kap*P/r
        lemma = EC+2*c*h*(abs(kap)-1)*I(P*P/r)/(1+h*h)
        assert abs(R(P, DP, np.sign(kap)*h*P, Vc)-lemma) < 1e-6
        lc, ls = lam(P, DP, Vc), lam(P, DP, Vs)
        assert lc > E_sh and ls > Es_sh and ls > lc
        margin = min(margin, lc-EC)
        Qb = c*DP/(2*c*c+lc-Vc)
        assert abs(R(P, DP, Qb, Vc)-lc) < 1e-6
        assert R(P, DP, Qb+0.05*rand()[0], Vc) < lc

# closed forms for exponential trial functions, kappa = -1
def lam2(a, b, s):
    D = (2*np.sqrt(a*b)/(a+b))**(2*s+1)*((s-1)*(a+b)/(2*s)-a)
    A, B = -Z*a/s, -Z*b/s-2*c*c
    return (A+B)/2+np.sqrt((A-B)**2/4+c*c*D*D)
for a, b, s in ((40., 70., 1.), (60., 35., gam), (49., 55., 1.7)):
    P, d = sto(s, a); Q = sto(s, b)[0]
    opt = minimize_scalar(lambda e: -R(P, d-P/r, e*Q, Vc), bounds=(-1, 0), method='bounded', options={'xatol': 1e-10})
    assert abs(-opt.fun-lam2(a, b, s)) < 1e-6
def max_b(a, s):
    g = np.linspace(-2, 2, 201); j = int(np.argmax(lam2(a, a*np.exp(g), s))); assert 0 < j < 200
    o = minimize_scalar(lambda u: -lam2(a, a*math.exp(u), s), bounds=(g[j-1], g[j+1]), method='bounded', options={'xatol': 1e-11})
    return -o.fun, a*math.exp(o.x)
def min_a(f):
    o = minimize_scalar(f, bounds=(0.5*Z, 2.5*Z), method='bounded', options={'xatol': 1e-8}); return o.fun, o.x
def G(v): return 1-v/2+v*v/2-v**3*math.exp(v)*exp1(v)/2
def q1(E, a): w = 2*c*c+E; return -Z*a-E+c*c*a*a/w*G(2*a*Z/w)
def lam_full1(a): return brentq(q1, -c*c, c*c, args=(a,), xtol=1e-11, rtol=1e-14)

Eg, ag = min_a(lambda a: max_b(a, gam)[0]); bg = max_b(ag, gam)[1]
assert abs(Eg-E_sh) < 1e-6 and abs(ag-Z) < 1e-3 and abs(bg-Z) < 1e-3
cb = (lam2(Z, Z+.1, gam)+lam2(Z, Z-.1, gam)-2*lam2(Z, Z, gam))/.01
ca = (max_b(Z+.1, gam)[0]+max_b(Z-.1, gam)[0]-2*max_b(Z, gam)[0])/.01
assert cb < 0 < ca
prof = []
for a in (0.8*Z, 1.2*Z):
    P, d = sto(gam, a); v, b = max_b(a, gam); f = lam(P, d-P/r, Vc)
    assert EC < v < f; prof.append((a, b, v, f))
Et, at = min_a(lambda a: lam2(a, a, 1.0))
Et2, at2 = min_a(lambda a: lam2(a, a, 2.0))
assert abs(Et-E_sh) < 1e-6 and abs(at-Z/gam) < 1e-3 and abs(Et2-E_sh) < 1e-6 and abs(at2-2*Z/gam) < 1e-3
Ef, af = min_a(lambda a: max_b(a, 1.0)[0]); bf = max_b(af, 1.0)[1]
Ex, ax = min_a(lam_full1)
assert EC+1e-3 < Ef < Ex-1e-3
P, d = sto(1.0, ax); DP = d-P/r; Ediag = top_eig(P, DP, Vc, ax)
assert abs(lam(P, DP, Vc)-Ex) < 1e-7 and -1e-7 < Ex-Ediag < 1e-5
slope = (q1(Ex+1, ax)-q1(Ex-1, ax))/2; Nrm = 1+I((c*DP/(2*c*c+Ex-Vc))**2)
assert abs(slope+Nrm) < 1e-8
Eb, ab = min_a(lambda a: lam2(a, 2*a, 1.0))
assert Eb < EC-100
# swapped order: fixed small shape r exp(-Z r), minimise over large components
Q, dQ = sto(1.0, Z); U = ortho(Z); n = U.shape[1]; H = np.zeros((n+1, n+1))
H[0, 0] = I((Vc-2*c*c)*Q*Q); H[0, 1:] = H[1:, 0] = c*(U.T@(np.sqrt(wt)*(-dQ-Q/r)))
H[1:, 1:] = U.T@(Vc[:, None]*U); Eswap = np.linalg.eigvalsh(H)[0]
assert Eswap < H[0, 0] < -2*c*c
# loss of the gap condition for a supercritical point charge
Zs, as_ = 180.0, 2000.0
P, d = sto(1.0, as_); qedge = q(-2*c*c, P, d-P/r, -Zs/r); Esup = top_eig(P, d-P/r, -Zs/r, as_)
assert abs(qedge-(as_*(1.5*c*c/Zs-Zs)+2*c*c)) < 1e-5 and qedge < 0 and Esup < -2*c*c
# screened potential: minimise lam(P) in growing large-component bases
def minimax_basis(N):
    xx = 2*Z*r; e = xx**gam*np.exp(-xx/2); B, D = [], []
    for k in range(N):
        L = eval_genlaguerre(k, 2*gam, xx); dL = -eval_genlaguerre(k-1, 2*gam+1, xx) if k else 0*xx
        p = e*L; nn = math.sqrt(I(p*p)); B.append(p/nn); D.append((((gam-1)/r-Z)*p+2*Z*e*dL)/nn)
    B, D = np.array(B), np.array(D); O = (B*wt)@B.T
    low = lambda E: eigh((B*wt*(Vs-E))@B.T+c*c*(D*wt/(2*c*c+E-Vs))@D.T, O, eigvals_only=True)[0]
    return brentq(low, -c*c, 0, xtol=1e-11, rtol=1e-14)
EN = {N: minimax_basis(N) for N in (1, 2, 3, 10)}
assert EN[1] > EN[2] > EN[3] > Es_sh-1e-6 and EN[3] > EN[10]-1e-9 and abs(EN[10]-Es_sh) < 1e-6

show("c", c, "a.u."); show("2c^2", 2*c*c, "Eh", '.4f'); show("Z (In48+)", Z, "", '.0f')
show("Z/c", Z/c, ""); show("gamma", gam, ""); show("h", h, ""); show("min |K|", np.abs(Kall).min(), "", '.3f')
show("EC formula", EC, "Eh"); show("EC formula", EC*keV, "keV", '.4f')
show("1s by shooting", E_sh, "Eh"); show("Q/P by shooting", ratio, "")
show("nonrelativistic -Z^2/2", -Z*Z/2, "Eh", '.2f')
show("smallest lam-EC, 32 random P", margin, "Eh", '.3f')
print(f"s=gamma minimax: a = {ag:.3f}, b = {bg:.3f} 1/bohr, E = {Eg:.6f} Eh")
print(f"s=gamma curvature in b = {cb:.4f}, of max-profile in a = {ca:.4f} Eh bohr^2")
for a, b, v, f in prof:
    print(f"s=gamma a = {a:.2f}: b* = {b:.3f} 1/bohr, max eta,b = {v:.4f}, full max = {f:.4f} Eh")
show("Z/gamma", Z/gam, "1/bohr", '.3f')
print(f"s=1 tied b=a: a = {at:.3f} 1/bohr, E = {Et:.6f} Eh")
print(f"s=2 tied b=a: a = {at2:.3f} 1/bohr, E = {Et2:.6f} Eh")
print(f"s=1 free b: a = {af:.3f}, b = {bf:.3f} 1/bohr, E = {Ef:.4f} Eh")
print(f"s=1 full max: a = {ax:.3f} 1/bohr, E = {Ex:.4f} Eh = {Ex*keV:.4f} keV")
yv = 2*ax*Z/(2*c*c+Ex)
print(f"  w = {2*c*c+Ex:.3f} Eh, y = {yv:.5f}, G(y) = {G(yv):.5f}")
show("  same max by diagonalisation", Ediag, "Eh", '.4f')
print(f"  dq/dE = {slope:.6f}, 1+|L P|^2 = {Nrm:.6f}")
print(f"excess over EC: free b {Ef-EC:.4f}, full {Ex-EC:.4f} Eh")
print(f"s=1 tied b=2a: a = {ab:.3f} 1/bohr, E = {Eb:.3f} Eh, E-EC = {Eb-EC:.3f} Eh")
print(f"swapped order, Q=r exp(-Zr): R(0,Q) = {H[0,0]:.2f}, min over P = {Eswap:.4e} Eh")
print(f"Z = {Zs:.0f}, a = {as_:.0f} 1/bohr: q at -2c^2 = {qedge:.2f} Eh, basis max+2c^2 = {Esup+2*c*c:.1f} Eh")
show("threshold charge c*sqrt(3/2)", c*math.sqrt(1.5), "", '.2f')
show("screening mu", mu, "1/bohr", '.1f'); show("screened 1s by shooting", Es_sh, "Eh")
for N, E in EN.items():
    print(f"screened minimax N = {N}: E = {E:.6f} Eh, excess = {E-Es_sh:.1e} Eh")
print("success")
```

It prints:

```
c = 137.035999 a.u.
2c^2 = 37557.7301 Eh
Z (In48+) = 49 
Z/c = 0.357570 
gamma = 0.933886 
h = 0.184897 
min |K| = 1.000 
EC formula = -1241.541492 Eh
EC formula = -33.7841 keV
1s by shooting = -1241.541492 Eh
Q/P by shooting = -0.184897 
nonrelativistic -Z^2/2 = -1200.50 Eh
smallest lam-EC, 32 random P = 29.486 Eh
s=gamma minimax: a = 49.000, b = 49.000 1/bohr, E = -1241.541492 Eh
s=gamma curvature in b = -0.7665, of max-profile in a = 0.9353 Eh bohr^2
s=gamma a = 39.20: b* = 39.549 1/bohr, max eta,b = -1195.5264, full max = -1195.4668 Eh
s=gamma a = 58.80: b* = 58.309 1/bohr, max eta,b = -1197.7692, full max = -1197.6661 Eh
Z/gamma = 52.469 1/bohr
s=1 tied b=a: a = 52.469 1/bohr, E = -1241.541492 Eh
s=2 tied b=a: a = 104.938 1/bohr, E = -1241.541492 Eh
s=1 free b: a = 52.314, b = 50.149 1/bohr, E = -1239.7504 Eh
s=1 full max: a = 52.146 1/bohr, E = -1237.6393 Eh = -33.6779 keV
  w = 36320.091 Eh, y = 0.14070, G(y) = 0.93711
  same max by diagonalisation = -1237.6393 Eh
  dq/dE = -1.034076, 1+|L P|^2 = 1.034076
excess over EC: free b 1.7911, full 3.9022 Eh
s=1 tied b=2a: a = 92.156 1/bohr, E = -2003.387 Eh, E-EC = -761.845 Eh
swapped order, Q=r exp(-Zr): R(0,Q) = -39958.73, min over P = -1.5062e+07 Eh
Z = 180, a = 2000 1/bohr: q at -2c^2 = -9461.19 Eh, basis max+2c^2 = -3402.1 Eh
threshold charge c*sqrt(3/2) = 167.83 
screening mu = 5.0 1/bohr
screened 1s by shooting = -1018.078224 Eh
screened minimax N = 1: E = -1018.011939 Eh, excess = 6.6e-02 Eh
screened minimax N = 2: E = -1018.065168 Eh, excess = 1.3e-02 Eh
screened minimax N = 3: E = -1018.078218 Eh, excess = 5.8e-06 Eh
screened minimax N = 10: E = -1018.078224 Eh, excess = -1.0e-10 Eh
success
```
